# How surface exchange reduces oxygen flux through a mixed-conducting membrane: a program that tests the result

```python
"""Oxygen flux through a mixed-conducting membrane with slow surface exchange.

Result under test:  J = J_diff / (1 + 2 Lc/L),   Lc = D/k,
                    J_diff = (c D/L) * (1/2) ln(p1/p2)
J   flux of oxygen atoms          L    membrane thickness
c   lattice oxygen concentration  D    oxygen self-diffusivity (net-flux law)
k   exchange coefficient, defined by J = c k (jump of mu_O)/(R T) at a face
p1, p2  oxygen pressures of feed and sweep gas
Assumed: planar, isothermal, linear exchange, constant D and equal k.
"""
from math import comb
import numpy as np
from scipy.constants import R, N_A, physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

F = physical_constants["Faraday constant"][0]
KB_EV = physical_constants["Boltzmann constant in eV/K"][0]


def reduction(thickness, length_c):
    return 1.0 / (1.0 + 2.0 * length_c / thickness)


def slow_mode(thickness, length_c):
    """Root x of x tan x = L/(2 Lc), written without the pole of tan."""
    ratio = thickness / (2.0 * length_c)
    return brentq(lambda x: x * np.sin(x) - ratio * np.cos(x), 1e-9, np.pi / 2)


# ---- Test: transient membrane with a nonideal isotherm (units D = 1) ----
OCC0 = 0.95          # equilibrium oxygen site fraction
NODES = 41


def potential(occ):
    """mu_O/(R T) of an interacting lattice gas."""
    return np.log(occ / (1.0 - occ)) + 5.0 * occ


MU0 = potential(OCC0)
STEP = 1e-6
gamma_test = OCC0 * (potential(OCC0 + STEP) - potential(OCC0 - STEP)) / (2 * STEP)


def face_and_bulk_fluxes(occ, thickness, k1, k2, bias):
    mu = potential(occ)
    h = thickness / (NODES - 1)
    inner = -0.5 * (occ[1:] + occ[:-1]) * np.diff(mu) / h
    feed = k1 * occ[0] * (MU0 + bias / 2 - mu[0])
    sweep = k2 * occ[-1] * (mu[-1] - MU0 + bias / 2)
    return np.concatenate(([feed], inner, [sweep]))


def occupation_rate(occ, thickness, k1, k2, bias):
    flux = face_and_bulk_fluxes(occ, thickness, k1, k2, bias)
    width = np.full(NODES, thickness / (NODES - 1))
    width[[0, -1]] *= 0.5
    return (flux[:-1] - flux[1:]) / width


def simulated_flux(thickness, k1, k2, bias=0.01):
    slowest_k = min(k1, k2)
    t_end = 20 * (thickness**2 + thickness / slowest_k) / gamma_test
    run = solve_ivp(lambda t, y: occupation_rate(y, thickness, k1, k2, bias),
                    (0, t_end), np.full(NODES, OCC0), method="BDF",
                    rtol=1e-9, atol=1e-12)
    assert run.success
    flux = face_and_bulk_fluxes(run.y[:, -1], thickness, k1, k2, bias)
    assert abs(flux[0] / flux[-1] - 1) < 1e-3      # steady state reached
    return 0.5 * (flux[0] + flux[-1]) / (OCC0 * bias)


test_thicknesses = [10.0, 2.0, 0.2]                # in units of Lc
sim = [simulated_flux(x, 1.0, 1.0) for x in test_thicknesses]
sim_factors = [j * x for j, x in zip(sim, test_thicknesses)]
for x, factor in zip(test_thicknesses, sim_factors):
    assert abs(factor / reduction(x, 1.0) - 1) < 2e-3

# thickness intercept of 1/J from two simulated membranes must be -2 Lc
slope = (1 / sim[0] - 1 / sim[1]) / (test_thicknesses[0] - test_thicknesses[1])
intercept = test_thicknesses[1] - 1 / (sim[1] * slope)
assert abs(intercept + 2.0) < 0.02

# unequal faces: 2 Lc is replaced by D/k1 + D/k2
sim_unequal = simulated_flux(2.0, 3.0, 0.5)
assert abs(sim_unequal * (2.0 + 1 / 3.0 + 1 / 0.5) - 1) < 2e-3

# slowest relaxation of the same membrane, from its numerical Jacobian
jacobian = np.empty((NODES, NODES))
for j in range(NODES):
    shift = np.zeros(NODES)
    shift[j] = STEP
    jacobian[:, j] = (occupation_rate(OCC0 + shift, 2.0, 1.0, 1.0, 0.0)
                      - occupation_rate(OCC0 - shift, 2.0, 1.0, 1.0, 0.0)) / (2 * STEP)
slow_rate = -np.max(np.linalg.eigvals(jacobian).real)
predicted_rate = gamma_test * (2 * slow_mode(2.0, 1.0) / 2.0) ** 2
assert abs(slow_rate / predicted_rate - 1) < 3e-3


# ---- Test: net exchange coefficient against isotope coefficient ----
def net_to_isotope_ratio(atoms):
    """Slow step moves 1 or 2 atoms; both coefficients from mass action."""
    occ, pressure, label = 0.9, 1.0 + 1e-6, 0.3
    back = (1 - occ) ** atoms                      # balance at unit pressure
    forward = pressure ** (atoms / 2) * (1 - occ) ** atoms
    net = atoms * (forward - back) / (0.5 * np.log(pressure))
    labels_per_event = sum(n * comb(atoms, n) * label**n * (1 - label)**(atoms - n)
                           for n in range(atoms + 1))
    isotope = back * labels_per_event / label
    return net / isotope


ratio_atom, ratio_molecule = net_to_isotope_ratio(1), net_to_isotope_ratio(2)
assert abs(ratio_atom - 1) < 1e-4 and abs(ratio_molecule - 2) < 1e-4

# ---- Example parameters, SI inside the program ----
T = 1173.15
cell = 0.39e-9
c = 3 / (N_A * cell**3)                            # three oxygens per cubic cell
D, k, L = 1e-11, 1e-7, 500e-6
p1, p2 = 0.21e5, 0.01e5
gamma = 100.0
sigma_e = 1e4                                      # S/m
Lc = D / k
drive = 0.5 * np.log(p1 / p2)                      # Delta mu_O/(R T)
J_diff = c * D * drive / L
factor = reduction(L, Lc)
J = J_diff * factor
sigma_i = 4 * F**2 * c * D / (R * T)


# ---- Test: two-carrier transport at zero current ----
def ion_flux(sigma_el, grad_mu):
    matrix = np.array([[1.0, -2.0], [sigma_i / 2, sigma_el]])
    grad_ion, _ = np.linalg.solve(matrix, [grad_mu, 0.0])
    return -sigma_i * grad_ion / (4 * F**2)


for sigma_el in (2 * sigma_i, sigma_e):
    t_e = sigma_el / (sigma_i + sigma_el)
    wagner = -t_e * c * D / (R * T) * (-1e7)
    assert abs(ion_flux(sigma_el, -1e7) / wagner - 1) < 1e-9
t_e = sigma_e / (sigma_i + sigma_e)


# ---- Neglected effects ----
def mass_action_flux(thickness, feed, sweep):
    """Faces obey J = K (sqrt p_gas - sqrt p_surface), so k grows as sqrt p.
    K is set so that k has its stated value at the geometric mean pressure."""
    K = c * k / (feed * sweep) ** 0.25

    def mismatch(flux):
        root1 = np.sqrt(feed) - flux / K
        root2 = np.sqrt(sweep) + flux / K
        return flux * thickness / (c * D) - np.log(root1 / root2)
    return brentq(mismatch, 0.0, K * np.sqrt(feed) * (1 - 1e-12), xtol=1e-18, rtol=1e-13)


small_drive = 0.5 * np.log(1.02)
small_linear = c * D * small_drive / L * factor
assert abs(mass_action_flux(L, 1020.0, 1000.0) / small_linear - 1) < 1e-3

J_mass = mass_action_flux(L, p1, p2)
p_mean = np.sqrt(p1 * p2)
k1, k2 = k * np.sqrt(p1 / p_mean), k * np.sqrt(p2 / p_mean)
J_unequal = c * drive / (L / D + 1 / k1 + 1 / k2)
# symmetric nonlinear exchange J = 2 c k sinh(jump/(2 R T)) on equal faces
J_sinh = brentq(lambda f: f * L / (c * D) + 4 * np.arcsinh(f / (2 * c * k)) - drive,
                0.0, J_diff, xtol=1e-18, rtol=1e-13)
# D proportional to p^(-0.1), stated value at the geometric mean pressure
D_mean = D * quad(lambda u: np.exp(-0.1 * u), -drive, drive)[0] / (2 * drive)
J_Dp = c * drive / (L / D_mean + 2 / k)
J_te = c * drive / (L / (t_e * D) + 2 / k)
film, D_gas = 1e-3, 2e-4                           # film thickness, gas diffusivity
film_rise = (J / 2) * R * T * film / D_gas
film_loss = np.log(1 + film_rise / p2) / np.log(p1 / p2)
content_change = drive / gamma
E_D, E_k, T_low = 1.5, 1.0, 1073.15
cooling = (1 / T_low - 1 / T) / KB_EV
D_low, k_low = D * np.exp(-E_D * cooling), k * np.exp(-E_k * cooling)
Lc_low = D_low / k_low
J_low = c * drive / (L / D_low + 2 / k_low)
x_slow = slow_mode(L, Lc)
tau = L**2 / (4 * gamma * D * x_slow**2)


def ml(flux_atoms):
    """O2 flux in mL(STP)/(cm2 min), STP being 273.15 K and 101325 Pa."""
    return flux_atoms / 2 * (R * 273.15 / 101325) * 1e6 * 60 / 1e4


def percent(value, base):
    return 100 * (value / base - 1)


print("TESTS (lengths in units of Lc)")
for x, s in zip(test_thicknesses, sim_factors):
    print(f"L/Lc = {x:4.1f}: simulated {s:.5f}, formula {reduction(x, 1.0):.5f}")
print(f"simulated thickness intercept of 1/J: {intercept:.4f} Lc")
print(f"unequal faces, simulated/formula: {sim_unequal*(2+1/3+2):.5f}")
print(f"slowest rate, simulated/formula: {slow_rate/predicted_rate:.5f}")
print(f"k/k* for one-atom and molecule step: {ratio_atom:.4f}, {ratio_molecule:.4f}")
print("EXAMPLE INPUTS")
print(f"temperature: {T:.2f} K; cubic cell edge: {cell*1e9:.2f} nm")
print(f"oxygen concentration c: {c*1e-6:.5f} mol/cm3")
print(f"D: {D*1e4:.1e} cm2/s; k: {k*1e2:.1e} cm/s")
print(f"thickness L: {L*1e6:.0f} um")
print(f"feed and sweep pressure: {p1/1e5:.2f}, {p2/1e5:.2f} bar")
print(f"thermodynamic factor gamma: {gamma:.0f}")
print("EXAMPLE RESULTS")
print(f"Lc: {Lc*1e6:.1f} um; 2 Lc/L: {2*Lc/L:.4f}")
print(f"driving force Delta mu_O/(RT): {drive:.4f}")
print(f"Delta mu_O: {drive*KB_EV*T:.4f} eV per atom")
print(f"reduction factor: {factor:.4f}")
print(f"J_diff (O atoms): {J_diff*1e-4:.4e} mol/(cm2 s)")
print(f"J (O atoms): {J*1e-4:.4e} mol/(cm2 s)")
print(f"O2 flux, diffusion limit: {ml(J_diff):.4f} mL(STP)/(cm2 min)")
print(f"O2 flux, with exchange: {ml(J):.4f} mL(STP)/(cm2 min)")
print(f"drop per face: {J/(c*k):.4f} RT; bulk: {J*L/(c*D):.4f} RT")
print(f"thin-membrane ceiling: {ml(c*k*drive/2):.4f} mL(STP)/(cm2 min)")
print(f"start-up: x = {x_slow:.4f}, time constant {tau:.1f} s")
print("THICKNESS TABLE: L (um), factor, O2 flux, mass-action O2 flux")
print("(fluxes in mL(STP)/(cm2 min))")
for thick in (2000e-6, 1000e-6, 500e-6, 200e-6, 100e-6, 20e-6):
    f = reduction(thick, Lc)
    print(f"{thick*1e6:6.0f} {f:.4f} {ml(c*D*drive/thick*f):.4f} "
          f"{ml(mass_action_flux(thick, p1, p2)):.4f}")
print("NEGLECTED EFFECTS (change of flux at the example thickness)")
print(f"sinh exchange law, equal faces: {percent(J_sinh, J):+.2f} %")
print(f"mass-action exchange, k ~ sqrt(p): {percent(J_mass, J):+.2f} %")
print(f"k at feed, sweep gas: {k1*1e2:.2e}, {k2*1e2:.2e} cm/s")
print(f"linear law with these unequal k: {percent(J_unequal, J):+.2f} %")
print(f"D ~ p^-0.1: {percent(J_Dp, J):+.2f} %")
print(f"ionic, electronic conductivity: {sigma_i/100:.4f}, {sigma_e/100:.0f} S/cm")
print(f"finite electronic conductivity: {percent(J_te, J):+.4f} %")
print(f"gas film {film*1e3:.0f} mm, gas diffusivity {D_gas*1e4:.0f} cm2/s")
print(f"sweep film: pressure rise {film_rise/1e5:.5f} bar, flux {-100*film_loss:+.2f} %")
print(f"relative change of oxygen content: {100*content_change:.2f} %")
print(f"activation energies of D, k: {E_D:.1f}, {E_k:.1f} eV")
print(f"at {T_low:.2f} K: Lc {Lc_low*1e6:.1f} um, factor {reduction(L, Lc_low):.4f}")
print(f"at {T_low:.2f} K: O2 flux {ml(J_low):.4f} mL(STP)/(cm2 min)")
print("tests ok")
```

Output:

```
TESTS (lengths in units of Lc)
L/Lc = 10.0: simulated 0.83333, formula 0.83333
L/Lc =  2.0: simulated 0.50000, formula 0.50000
L/Lc =  0.2: simulated 0.09091, formula 0.09091
simulated thickness intercept of 1/J: -2.0000 Lc
unequal faces, simulated/formula: 1.00004
slowest rate, simulated/formula: 1.00007
k/k* for one-atom and molecule step: 1.0000, 2.0000
EXAMPLE INPUTS
temperature: 1173.15 K; cubic cell edge: 0.39 nm
oxygen concentration c: 0.08398 mol/cm3
D: 1.0e-07 cm2/s; k: 1.0e-05 cm/s
thickness L: 500 um
feed and sweep pressure: 0.21, 0.01 bar
thermodynamic factor gamma: 100
EXAMPLE RESULTS
Lc: 100.0 um; 2 Lc/L: 0.4000
driving force Delta mu_O/(RT): 1.5223
Delta mu_O: 0.1539 eV per atom
reduction factor: 0.7143
J_diff (O atoms): 2.5568e-07 mol/(cm2 s)
J (O atoms): 1.8263e-07 mol/(cm2 s)
O2 flux, diffusion limit: 0.1719 mL(STP)/(cm2 min)
O2 flux, with exchange: 0.1228 mL(STP)/(cm2 min)
drop per face: 0.2175 RT; bulk: 1.0873 RT
thin-membrane ceiling: 0.4298 mL(STP)/(cm2 min)
start-up: x = 1.1422, time constant 47.9 s
THICKNESS TABLE: L (um), factor, O2 flux, mass-action O2 flux
(fluxes in mL(STP)/(cm2 min))
  2000 0.9091 0.0391 0.0382
  1000 0.8333 0.0716 0.0694
   500 0.7143 0.1228 0.1184
   200 0.5000 0.2149 0.2103
   100 0.3333 0.2865 0.2885
    20 0.0909 0.3907 0.4181
NEGLECTED EFFECTS (change of flux at the example thickness)
sinh exchange law, equal faces: +0.06 %
mass-action exchange, k ~ sqrt(p): -3.58 %
k at feed, sweep gas: 2.14e-05, 4.67e-06 cm/s
linear law with these unequal k: -7.99 %
D ~ p^-0.1: +0.28 %
ionic, electronic conductivity: 0.0321, 100 S/cm
finite electronic conductivity: -0.0229 %
gas film 1 mm, gas diffusivity 2 cm2/s
sweep film: pressure rise 0.00045 bar, flux -1.43 %
relative change of oxygen content: 1.52 %
activation energies of D, k: 1.5, 1.0 eV
at 1073.15 K: Lc 63.1 um, factor 0.7985
at 1073.15 K: O2 flux 0.0344 mL(STP)/(cm2 min)
tests ok
```
